\section*{The dose at which ion damage discs begin to overlap frequently}

\section*{Problem}

Arsenic ions of about 30 keV are implanted into silicon near room temperature. Each ion starts a collision cascade and leaves damaged crystal behind. Seen from above, the damage of one ion is taken to be a disc of radius $r=3$ nm. The ions land independently of one another and uniformly over the surface.

\begin{enumerate}
\item[(a)] Find the fractions of the surface that have been damaged never, once, and at least twice after a dose $\Phi$ (ions per unit area).
\item[(b)] Use them to give ``the onset of frequent overlap'' a definite meaning, and find the dose at which it occurs.
\item[(c)] How far does the answer move if another reasonable meaning is chosen?
\item[(d)] Estimate the effects of unequal discs, of depth, and of annealing during the implant.
\item[(e)] Is the silicon amorphous at this dose?
\end{enumerate}

Lengths are in nm and doses in ions/cm$^2$, with $1\ \mathrm{nm}^{-2}=10^{14}\ \mathrm{cm}^{-2}$.

\section*{Solution}

\subsection*{(a) How often a point is hit}

Fix a point on the surface. An ion damages it if the ion lands within a distance $r$ of it, that is, inside a target of area $\sigma=\pi r^2$ centred on the point. Let $N$ ions fall on a large area $A$, so that $\Phi=N/A$. Each ion hits the target with probability $\sigma/A$, and the mean number of discs covering the point is
\begin{equation}
\mu=N\frac{\sigma}{A}=\Phi\sigma .
\end{equation}
Since the ions are independent, the probability of exactly $k$ hits is binomial. With $\sigma/A=\mu/N$,
\begin{equation}
P_k=\frac{N(N-1)\cdots(N-k+1)}{k!}\left(\frac{\mu}{N}\right)^k\left(1-\frac{\mu}{N}\right)^{N-k}.
\end{equation}
Now let $A$ and $N$ grow at fixed dose. The product $N(N-1)\cdots(N-k+1)$ divided by $N^k$ tends to 1, because it has $k$ factors that each tend to 1. The last bracket tends to $e^{-\mu}$. Hence
\begin{equation}
P_k=\frac{\mu^k}{k!}\,e^{-\mu}.
\end{equation}
All points are equivalent under a uniform beam, so $P_k$ is also the fraction of a large surface covered $k$ times:
\begin{align}
P_0&=e^{-\mu}, & P_1&=\mu e^{-\mu}, & P_{2+}&=1-P_0-P_1=1-(1+\mu)e^{-\mu}.
\end{align}

At small dose, $e^{-\mu}\approx1-\mu+\mu^2/2$. To second order $(1+\mu)e^{-\mu}\approx 1-\mu^2/2$, and therefore $P_{2+}\approx\mu^2/2$. Repeated damage starts quadratically in the dose, whereas $P_1\approx\mu$ starts linearly. Overlap is possible from the second ion onward, but at first it is rare. None of these area fractions has a sharp threshold, so a meaning for ``onset'' has to be chosen.

\subsection*{(b) A definite onset}

Consider the area that has been damaged exactly once. Differentiating $P_1$ gives
\begin{equation}
\frac{dP_1}{d\mu}=e^{-\mu}-\mu e^{-\mu}=P_0-P_1 .
\end{equation}
The two terms have a direct meaning. Fresh hits on undamaged surface add to the once-hit area at the rate $P_0$, and second hits remove area from it at the rate $P_1$. The derivative equals $(1-\mu)e^{-\mu}$, which is positive for $\mu<1$ and negative for $\mu>1$. The once-hit area is therefore largest at $\mu=1$. Beyond that dose, second hits use up once-damaged surface faster than fresh hits supply it. Taking this balance as the onset of frequent overlap,
\begin{equation}
\Phi_1\sigma=1\quad\Rightarrow\quad \Phi_1=\frac{1}{\pi r^2}.
\end{equation}
For $r=3$ nm the disc area is $\sigma=\pi(3\ \mathrm{nm})^2=28.27\ \mathrm{nm}^2=2.827\times10^{-13}\ \mathrm{cm}^2$, and
\begin{equation}
\Phi_1=\frac{1}{2.827\times10^{-13}\ \mathrm{cm}^2}\approx3.5\times10^{12}\ \text{ions/cm}^2 .
\end{equation}

At this dose the total area of all the discs equals the area of the surface. The discs do not cover it evenly, however, because they fall at random: 37\,\% of the surface is still untouched, 37\,\% has been hit once and 26\,\% at least twice.

The next ion sees the same statistics. Every point of its disc is an ordinary point of the surface, damaged already with probability $1-e^{-\mu}$. Averaged over the disc, the share of new damage that falls on old damage is therefore $1-e^{-\mu}$, which is 63\,\% at $\Phi_1$.

The spacing of the ions tells the same story. The probability that an ion has no neighbour within a distance $s$ is $e^{-\Phi\pi s^2}$, by the formula for $P_0$ with target radius $s$. The mean of a positive quantity is the integral of its probability of exceeding $s$, so the mean distance to the nearest neighbour is
\begin{equation}
\bar d=\int_0^\infty e^{-\pi\Phi s^2}\,ds=\frac12\sqrt{\frac{\pi}{\pi\Phi}}=\frac{1}{2\sqrt{\Phi}} .
\end{equation}
At $\Phi_1$ this is $\sqrt{\pi}\,r/2=2.66$ nm, less than half the 6 nm diameter of a disc.

These results were tested by throwing discs at random on a periodic square of side 300 nm and counting covers at sample points, averaged over 25 layouts. At $\mu=1$ the counts gave $P_0=0.368$, $P_1=0.368$ and $P_{2+}=0.264$, in agreement with the formulas within the sampling noise, which is one or two units in the last digit.

\subsection*{(c) Other meanings of onset}

Two discs touch when their centres are closer than $2r$. The target for contact thus has area $\pi(2r)^2=4\sigma$, and the mean number of earlier discs touched by a new one is $4\mu$. The probability that it touches at least one is
\begin{equation}
C=1-e^{-4\mu}.
\end{equation}
Contact is therefore common well before $\Phi_1$. The table shows the progress with dose at fixed $r=3$ nm.

\begin{center}
\begin{tabular}{cccccc}
\hline
$\mu$ & $\Phi$ (ions/cm$^2$) & $P_0$ & $P_1$ & $P_{2+}$ & $C$\\
\hline
0.25 & $8.8\times10^{11}$ & 0.779 & 0.195 & 0.026 & 0.632\\
0.50 & $1.8\times10^{12}$ & 0.607 & 0.303 & 0.090 & 0.865\\
1.00 & $3.5\times10^{12}$ & 0.368 & 0.368 & 0.264 & 0.982\\
1.60 & $5.7\times10^{12}$ & 0.202 & 0.323 & 0.475 & 0.998\\
\hline
\end{tabular}
\end{center}

In the first row a new disc already touches an older one in 63\,\% of cases, yet less than 3\,\% of the surface has been damaged twice. The reason is that a contact shares little area. A point of the new disc is covered by $\mu$ earlier discs on average, so the areas it shares with the earlier discs add up to $\mu\sigma$ on average. Spread over $4\mu$ contacts, this is a quarter of a disc per contact.

Three other criteria give these doses:
\begin{itemize}
\item An even chance of contact requires $e^{-4\mu}=1/2$, so $\mu=(\ln2)/4$ and $\Phi=6.1\times10^{11}$ ions/cm$^2$.
\item Half the surface damaged requires $e^{-\mu}=1/2$, so $\mu=\ln2$ and $\Phi=2.5\times10^{12}$ ions/cm$^2$.
\item Half the surface damaged at least twice requires $(1+\mu)e^{-\mu}=1/2$. Solved numerically, this gives $\Phi=5.9\times10^{12}$ ions/cm$^2$.
\end{itemize}
The criteria based on area lie within a factor of two of $\Phi_1$. The contact criterion lies almost a factor of six below it, and answers a different question.

\subsection*{(d) What the discs leave out}

\paragraph{Radius.} Since $\Phi_1\propto r^{-2}$, a small relative error in $r$ enters the dose doubled and with the opposite sign. A radius of 2 nm gives $8.0\times10^{12}$ ions/cm$^2$, and 4 nm gives $2.0\times10^{12}$ ions/cm$^2$. The second digit of $\Phi_1$ is thus a property of the chosen 3 nm, and for the real implant $\Phi_1$ is at best an order-of-magnitude estimate.

\paragraph{Unequal discs.} If the radii vary from ion to ion, the mean number of covers is the dose times the mean area, $\mu=\Phi\pi\langle r^2\rangle$. Let $\bar r$ be the mean radius and $c$ its relative standard deviation. The variance is $\langle r^2\rangle-\bar r^2=c^2\bar r^2$, so
\begin{equation}
\langle r^2\rangle=\bar r^2(1+c^2),\qquad \Phi_1=\frac{1}{\pi\bar r^2(1+c^2)} .
\end{equation}
An assumed spread $c=0.3$ at fixed mean radius lowers the onset to $3.2\times10^{12}$ ions/cm$^2$, a change of 8\,\%.

\paragraph{Depth.} Two discs may overlap in projection while the damage itself lies at different depths. Suppose first that each cascade is a vertical column of length $L$, whose centre has a Gaussian spread $s$ in depth. At the mean depth of the centres, a column counts if its own centre lies within $L/2$. With the substitution $u=z/(\sqrt2\,s)$, the cover is reduced by the factor
\begin{equation}
g_{\rm col}=\int_{-L/2}^{L/2}\frac{e^{-z^2/2s^2}}{\sqrt{2\pi}\,s}\,dz
=\frac{2}{\sqrt\pi}\int_0^{L/(2\sqrt2 s)}e^{-u^2}du
=\operatorname{erf}\!\left(\frac{L}{2\sqrt2\,s}\right).
\end{equation}
For $L=20$ nm and $s=5$ nm this is 0.954, and the onset rises to $3.7\times10^{12}$ ions/cm$^2$.

The opposite case is one compact ball of radius $r$ per ion. A ball whose centre is a height $z$ away from the plane at the mean depth cuts that plane in a disc of area $\pi(r^2-z^2)$, if $|z|<r$. Relative to $\pi r^2$, the average is
\begin{equation}
g_{\rm ball}=\int_{-r}^{r}\left(1-\frac{z^2}{r^2}\right)\frac{e^{-z^2/2s^2}}{\sqrt{2\pi}\,s}\,dz .
\end{equation}
When $s\gg r$ the Gaussian is nearly constant over the ball. The remaining integral is $2r-2r/3=4r/3$, so that $g_{\rm ball}\approx4r/(3\sqrt{2\pi}\,s)$: the wider the spread in depth, the rarer the overlap. For $s=8$ nm the full integral is 0.197, and the onset rises to $1.8\times10^{13}$ ions/cm$^2$, about five times $\Phi_1$. The disc picture therefore needs cascades that extend through most of the damaged layer. Both factors, for columns and for balls, hold at the mean depth, where the cover is greatest. At other depths the cover is lower and the onset dose higher.

\paragraph{Annealing.} Let a fraction $p$ of the discs heal with a mean lifetime $\tau$, while the rest are permanent. A disc of age $a$ is still present with probability $(1-p)+p\,e^{-a/\tau}$. At a constant flux $F$, started at time zero, the mean number of surviving covers is
\begin{equation}
\mu(t)=F\sigma\int_0^t\left[(1-p)+p\,e^{-a/\tau}\right]da
=F\sigma\left[(1-p)t+p\tau\left(1-e^{-t/\tau}\right)\right].
\end{equation}
The second term is never negative, so $\mu(t)\ge F\sigma(1-p)t$. The condition $\mu=1$ is then reached at a dose $Ft$ no larger than $\Phi_1/(1-p)$.

A beam of 1 $\mu$A/cm$^2$ of singly charged ions carries $F=6.24\times10^{12}$ ions/(cm$^2$\,s) and delivers $\Phi_1$ in 0.57 s. With the assumed values $p=0.3$ and $\tau=10$ ms, nearly all the healing discs made so far have gone when the onset is reached; only those of the last few lifetimes remain. The onset dose is $5.0\times10^{12}$ ions/cm$^2$, higher by a factor 1.42 and just below the bound. The model lets each disc heal independently of its neighbours, which becomes doubtful once discs overlap.

\paragraph{Overlap in time.} A cascade stays hot for roughly 10 ps. During that time the mean number of further ions landing close enough to touch it is $4\sigma F\times10^{-11}\ \mathrm{s}=7\times10^{-11}$. Even a beam concentrated a million times more strongly would leave this number below $10^{-4}$. What overlaps is the damage left behind, not two cascades in progress.

\subsection*{(e) Overlap and amorphization}

The number of atoms displaced by one ion can be estimated with the Norgett--Robinson--Torrens formula, adopted here without derivation:
\begin{equation}
N_d=\frac{0.8\,E_{\rm dam}}{2E_d}=\frac{0.8\times20\,000\ \mathrm{eV}}{2\times15\ \mathrm{eV}}\approx533 .
\end{equation}
Here $E_{\rm dam}$ is the energy spent in atomic collisions and $E_d$ the energy needed to displace an atom. Both values are rough. Silicon has $n=49.94$ atoms/nm$^3$, so a column of length 20 nm contains
\begin{equation}
\sigma Ln=28.27\times20\times49.94\approx2.82\times10^4\ \text{atoms},
\end{equation}
of which $533/28\,240=1.9\,\%$ are displaced.

Suppose that all columns span the same depth range, a layer of thickness $L$, and that damage simply adds, without recombination. The mean displaced fraction in the layer is then
\begin{equation}
f=\frac{\Phi N_d}{Ln}=\mu\,\frac{N_d}{\sigma Ln}.
\end{equation}
At $\Phi_1$, where $\mu=1$, it equals the fraction inside a single column, 1.9\,\%. If amorphous silicon is taken to require a mean displaced fraction of 10\,\%, which is an assumed criterion, then $\mu=10/1.89=5.3$ and the dose is $1.9\times10^{13}$ ions/cm$^2$. The criterion concerns the mean: at $\mu=5.3$ only 44\,\% of the area carries the six or more columns needed to exceed 10\,\% locally. Since recombination is neglected, this dose is also low for an implant at room temperature. A commonly used critical deposited energy of about $6\times10^{23}$ eV/cm$^3$ gives $6\times10^{13}$ ions/cm$^2$ for the same layer, and measured thresholds are of order $10^{14}$ ions/cm$^2$. In the column model the layer is still mostly crystalline at the onset of frequent overlap, and several layers of damage must accumulate before it is amorphous. The second statement depends on the assumed shape. If the same 533 atoms are displaced inside one ball of radius 3 nm, which holds about 5650 atoms, the fraction in a single ball is already 9.4\,\%. The onset of overlap in depth, $1.8\times10^{13}$ ions/cm$^2$, then nearly coincides with the dose for a 10\,\% mean at the mean depth. The estimate spreads the displaced atoms evenly through the column. A real heavy-ion cascade is uneven, and its densest parts can be amorphous from a single ion.

\subsection*{The model beside a real implant}

The column length and damage energy are rough values for 30 keV arsenic in silicon. The radius of 3 nm can stand at most for the dense core of a cascade: most displaced atoms lie farther from the axis, spread thinly over a radius of order 10 nm. If whole cascades are counted with $r=10$ nm, the onset falls to $3\times10^{11}$ ions/cm$^2$. The mean displaced fraction at a given dose does not depend on $r$, but the fraction within one column and the number of layers needed do. As for the other inputs, the spreads and the annealing parameters are round assumptions. Doses used to adjust transistor thresholds are roughly $10^{12}$ to $10^{13}$ ions/cm$^2$, a range that contains $\Phi_1$. Source and drain implants reach about $10^{15}$ ions/cm$^2$, where $\mu$ is nearly 300 and the counting of separate discs has lost its use. The assumption of one continuous column per ion can also fail. Cascades made of compact parts may overlap in projection while their damage lies at different depths, so true overlap becomes frequent only at a higher dose. The single-ball case above, with its factor of five, is one example of such a shift. For patterned implants there is also an edge effect. At the straight edge of an opaque mask half of the target around a point is shielded, so $\mu$ is halved there and the local onset dose is doubled.

The values used here are listed in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
disc radius: 3.0 nm
disc area: 28.27 nm2 = 2.827e-13 cm2
onset dose 1/area: 3.537e+12 ions/cm2
simulated mu where P1 = P0: 1.000
mu, dose (ions/cm2), P0, P1, P2+, touch chance (formulas):
  0.25 8.84e+11 0.779 0.195 0.026 0.632
  0.50 1.77e+12 0.607 0.303 0.090 0.865
  1.00 3.54e+12 0.368 0.368 0.264 0.982
  1.60 5.66e+12 0.202 0.323 0.475 0.998
simulated at mu = 1: P0 0.368, P1 0.368, P2+ 0.264, touch 0.983
old share of a new disc at mu = 1: formula 0.632, simulated 0.631
nearest neighbour at onset: formula 2.66 nm, simulated 2.66 nm
dose for half chance of contact: 6.13e+11 ions/cm2
dose for half the area hit: 2.45e+12 ions/cm2
dose for half the area hit twice or more: 5.94e+12 ions/cm2
onset dose for radius 2 nm: 7.96e+12 ions/cm2
onset dose for radius 4 nm: 1.99e+12 ions/cm2
relative radius spread (assumed): 0.30
onset dose with this spread: 3.24e+12 ions/cm2
column length: 20 nm, centre depth spread: 5 nm
column depth factor: 0.954, onset dose: 3.71e+12 ions/cm2
compact ball depth spread: 8 nm
ball depth factor: 0.197, onset dose: 1.80e+13 ions/cm2
beam current density: 1.0 uA/cm2
ion flux: 6.24e+12 ions/(cm2 s)
time to reach onset dose: 0.567 s
annealing fraction: 0.30, lifetime: 10 ms
onset dose with annealing: 5.03e+12 ions/cm2 (factor 1.42)
hot time of a cascade (rough): 10 ps
mean number of touching cascades in that time: 7.1e-11
damage energy: 20 keV, displacement energy: 15 eV
silicon atomic density: 49.94 atoms/nm3
displaced atoms per ion: 533
atoms in one column: 28240
displaced fraction in one column: 1.89 %
mean cover for 10 % displaced: 5.30
dose for that fraction: 1.87e+13 ions/cm2
\end{verbatim}
